Bias from inverse-variance weights when averaging independent Monte Carlo runs

**Averaging independent Monte Carlo runs: when inverse-variance weights are biased**

One hundred independent variational Monte Carlo runs are made on a three-dimensional harmonic oscillator, all with the same trial function and all with twenty independent samples. Each run returns a mean energy and an error bar, and the runs are combined with weights equal to one over the squared error bar. Averaged over 2000 repetitions of this whole experiment, the combined energy is 1.49782 ± 0.00007 ħω. The true variational energy of the trial function is 1.50833 ħω and the exact ground-state energy is 1.5 ħω. The estimate lies about four of its own reported error bars (0.00253 ħω) below the quantity it estimates, and in 75 % of the repetitions it lies below the exact ground-state energy, which no variational energy can do. The plain average of the same data gives 1.50830 ± 0.00006 ħω. The sampling is sound and the fault lies in the weights: they are computed from the same samples as the means, and a run that misses the high-energy tail of the local energy reports both a low mean and a small error bar.

**The counter-example**

Take ħ = m = ω = 1, so that energies are in ħω, and

H = −½∇² + ½r², ψ = exp(−αr²/2)

in d dimensions, with d = 3 in all numbers. Since ∂ψ/∂x = −αxψ and ∂²ψ/∂x² = (α²x² − α)ψ, the sum over coordinates is ∇²ψ = (α²r² − dα)ψ, and the local energy is

E_L = Hψ/ψ = dα/2 + (1 − α²)r²/2.

Under |ψ|² = exp(−αr²) each coordinate is Gaussian with variance 1/(2α). Hence y = 2αr² is a sum of d squared standard normal variables, a χ² variable with d degrees of freedom, and

E_L = dα/2 + c y, c = (1 − α²)/(4α).

For one standard normal z the Gaussian integral gives ⟨exp(tz²)⟩ = (1 − 2t)^(−1/2). The logarithms add over the d coordinates:

ln⟨exp(ty)⟩ = −(d/2) ln(1 − 2t) = (d/2) Σ_r (2t)^r / r.

The cumulant of order r is r! times the coefficient of t^r, which is d·2^(r−1)(r−1)!, so y has mean d, variance 2d and third cumulant 8d. A factor c multiplies the cumulant of order r by c^r, and the constant shifts only the mean. The local energy therefore has

E = dα/2 + cd = d(2α² + 1 − α²)/(4α) = d(α + 1/α)/4,
κ2 = 2dc², κ3 = 8dc³, κ3/κ2 = 4c.

Here κ2 is the variance and κ3 the third central moment. The exact energy is E0 = d/2, and E − E0 = d(α² + 1 − 2α)/(4α) = d(1 − α)²/(4α). For α = 0.9:

c = (1 − 0.81)/3.6 = 0.052778 ħω,
E − E0 = 3 × 0.01/3.6 = 0.0083333 ħω,
κ2 = 6c² = 0.016713 (ħω)², κ3 = 24c³ = 0.0035283 (ħω)³,
κ3/κ2 = 0.21111 ħω, skewness γ = κ3/κ2^(3/2) = 1.633.

The trial function is too wide, and the rare samples at large r form a tail toward high energy.

Run k has samples x_1 … x_n of E_L, the mean x̄_k = (1/n)Σ_i x_i and the unbiased sample variance s_k² = Σ_i(x_i − x̄_k)²/(n − 1). Its error bar is s_k/√n. The inverse-variance estimate and its reported squared error are

Ê = Σ_k w_k x̄_k / Σ_k w_k, reported variance = 1/Σ_k w_k, w_k = n/s_k².

In this model the limit of many runs at fixed n can be found exactly. Dividing numerator and denominator by the number of runs K turns each into an average over independent runs, and the law of large numbers gives

Ê → ⟨x̄/s²⟩ / ⟨1/s²⟩ as K → ∞,

provided both expectations are finite. With x_i = dα/2 + c y_i one has x̄ = dα/2 + cȳ and s² = c²s_y², the factor c² cancels, and

Ê → dα/2 + c ⟨ȳ/s_y²⟩ / ⟨1/s_y²⟩.

The χ² density is proportional to y^(d/2−1) e^(−y/2). Change variables to the sum S = Σ_i y_i and the fractions t_i = y_i/S, with t_n = 1 − t_1 − … − t_(n−1). Replacing y_n by S at fixed y_1 … y_(n−1) has unit Jacobian, and replacing each remaining y_i by St_i at fixed S gives the factor S^(n−1). The joint density becomes

S^(n−1) Π_i (St_i)^(d/2−1) e^(−S/2) = [S^(nd/2−1) e^(−S/2)] × [Π_i t_i^(d/2−1)].

It is a function of S times a function of the fractions, so S is independent of the fractions. Now ȳ = S/n and s_y² = S²R with R = Σ_i(t_i − 1/n)²/(n − 1), which depends on the fractions alone. Independence factors both expectations, and ⟨1/R⟩ cancels:

⟨ȳ/s_y²⟩ / ⟨1/s_y²⟩ = (1/n) ⟨1/S⟩⟨1/R⟩ / (⟨1/S²⟩⟨1/R⟩) = (1/n) ⟨1/S⟩/⟨1/S²⟩.

With h = nd/2, the integral ∫ S^(h−1−p) e^(−S/2) dS equals 2^(h−p) Γ(h − p), so

⟨1/S⟩/⟨1/S²⟩ = 2Γ(h − 1)/Γ(h − 2) = 2(h − 2) = nd − 4.

For nd = 60 this is 56, which quadrature confirms. Two conditions were used. The moment ⟨1/S²⟩ needs h > 2. The moment ⟨1/R⟩ is singular only where all fractions are equal, an interior point of an (n − 1)-dimensional region where the density is finite; at distance ℓ from it the integrand is ℓ^(n−2) dℓ/ℓ², which converges for n ≥ 4. Then Ê → dα/2 + c(d − 4/n), that is

Ê − E → −4c/n = −(1 − α²)/(αn) (K → ∞, n ≥ 4, this model, exact). (1)

Infinitely many runs do not converge to E. The offset vanishes at α = 1, where the local energy is constant, and changes sign there together with the skewness. With n = 8 and 300000 runs the simulated bias is −0.02633 ± 0.00011 ħω for α = 0.9, against −0.02639 ħω from (1), and +0.02380 ± 0.00009 ħω for α = 1.1, against +0.02386 ħω.

For α < 1 the limit falls below E0 when (1 − α²)/(αn) > d(1 − α)²/(4α). Cancelling (1 − α)/α and solving for n gives n < 4(1 + α)/(d(1 − α)), which is 7.6/0.3 = 25.3 for α = 0.9. The choice n = 20 is inside this range.

For finite K the general result below multiplies the leading bias by (K − 1)/K. With K = 100, n = 20 and N = Kn = 2000 samples,

predicted bias = −0.21111 × 99/2000 = −0.01045 ħω,
statistical error of N samples = √(0.016713/2000) = 0.0028908 ħω,
ratio = −3.6.

The observed bias, measured as the inverse-variance estimate minus the plain average of the same data, is −0.01048 ± 0.00004 ħω. An interval of two reported error bars around Ê contains E in 5.7 % of the repetitions. For the plain average the figure is 95.8 %, and only a handful of the 2000 plain averages (0.3 % in this run, too few to fix the digit) fall below E0. The program and its output follow this text.

**The correct statement**

Let K independent runs have lengths n_k fixed before the data are seen, N = Σ_k n_k, and means x̄_k with a common expectation E and true variances v_k. Consider estimates Ê = Σ_k a_k x̄_k with Σ_k a_k = 1.

(a) If the a_k are fixed numbers, Ê is unbiased, and its variance is least for a_k ∝ 1/v_k, where it equals 1/Σ_k(1/v_k).

(b) If the a_k are computed from data, the bias is exactly Σ_k Cov(a_k, x̄_k).

(c) If every run consists of independent samples from one distribution with cumulants κ2 and κ3 and finite higher moments, and a_k ∝ n_k/s_k², then at leading order in 1/n_k

⟨Ê⟩ − E = −(κ3/κ2)(K − 1)/N. (2)

(d) The weights n_k/N are unbiased in every case. They are the optimal weights of (a) when n_k v_k is the same for all runs, and only then.

The rule "weight by inverse variance" is thus a theorem about true variances, and the rule "weight by run length" is that same theorem applied to runs of equal quality per sample.

**Proof of (a), (b) and (d)**

Write δ_k = x̄_k − E, so ⟨δ_k⟩ = 0. Because the weights sum to one, Ê − E = Σ_k a_kδ_k.

For fixed weights the expectation is Σ_k a_k⟨δ_k⟩ = 0, and independence removes the cross terms from the variance, leaving Σ_k a_k²v_k. The Cauchy–Schwarz inequality applied to the vectors a_k√v_k and 1/√v_k gives

1 = (Σ_k a_k)² = (Σ_k a_k√v_k · 1/√v_k)² ≤ (Σ_k a_k²v_k)(Σ_k 1/v_k),

with equality only when the vectors are proportional, a_k ∝ 1/v_k. This is (a). Both halves took a_k outside an expectation, which is allowed only for non-random weights.

For random weights, ⟨a_kδ_k⟩ = Cov(a_k, δ_k) + ⟨a_k⟩⟨δ_k⟩ and the last term is zero. Summing over k gives (b). The bias vanishes if the weights are independent of all the means. In that case the variance is ⟨Σ_k a_k²v_k⟩, obtained by averaging first over the means at fixed weights, and by the inequality above it is never below the optimum of (a). The bias also vanishes for inverse-variance weights if the sample distribution is symmetric about E: the reflection x → 2E − x of all samples preserves their distribution and every s_k², and reverses every δ_k, so ⟨a_kδ_k⟩ equals its own negative.

The weights n_k/N are fixed, hence unbiased by (a), and they are proportional to 1/v_k exactly when n_kv_k does not depend on k. For independent samples from one distribution v_k = κ2/n_k, so the condition holds, and Σ_k n_kx̄_k/N is the plain average X of all N samples, with variance κ2/N. This is (d). Its error bar can be assembled from the run summaries. Writing x − X = (x − x̄_k) + (x̄_k − X) inside run k, the cross term vanishes because the deviations from x̄_k sum to zero, so

Σ (x − X)² = Σ_k (n_k − 1)s_k² + Σ_k n_k(x̄_k − X)²,

and the squared error bar is this sum divided by N(N − 1). In the example it averages 0.00289 ħω, against an observed scatter of 0.00285 ħω. This error bar is correlated with X as well, but it does not enter the estimate and cannot shift it. The condition that lengths be fixed in advance matters: if a run is stopped when its error bar reaches a target, n_k depends on the data and the run mean x̄_k need no longer have expectation E. The step ⟨δ_k⟩ = 0 used in (a), (b) and (d) then fails, the bias is Σ_k⟨a_kδ_k⟩, and nothing shown here forces it to vanish.

**Proof of (c)**

The first ingredient is the covariance of mean and sample variance within one run. Let ε_i = x_i − E and δ = (1/n)Σ_i ε_i. Expanding the square in the definition of s² and using Σ_i ε_i = nδ,

(n − 1)s² = Σ_i ε_i² − nδ².

Since ⟨δ⟩ = 0, the covariance is ⟨δ s²⟩. In ⟨δ Σ_i ε_i²⟩ = (1/n)Σ_(i,j)⟨ε_jε_i²⟩ the terms with j ≠ i contain the factor ⟨ε_j⟩ = 0, and the n terms with j = i give κ3 each, so the value is κ3. In ⟨δ³⟩ = (1/n³)Σ_(i,j,l)⟨ε_iε_jε_l⟩ only i = j = l survives, for the same reason, giving κ3/n². Therefore

Cov(x̄, s²) = (κ3 − n·κ3/n²)/(n − 1) = κ3/n, (3)

exactly, for every n ≥ 2. The program tests (3) by enumerating all outcomes of a skewed three-valued distribution in rational arithmetic.

Define u_k = s_k²/κ2 − 1, with ⟨u_k⟩ = 0 because s² is unbiased, and p_k = n_k/N. Equation (3) reads ⟨δ_ku_k⟩ = κ3/(κ2n_k). The normalised weights are

a_k = [p_k/(1 + u_k)] / Σ_j [p_j/(1 + u_j)].

Both δ_k and u_k fluctuate with size n_k^(−1/2). To first order in u, the numerator is p_k(1 − u_k), and the denominator is 1 − ū with ū = Σ_j p_ju_j, because Σ_j p_j = 1. Hence

a_k ≈ p_k(1 − u_k + ū). (4)

Inserting (4) in (b), the constant term has no covariance, and in ū only the term j = k is correlated with δ_k, the other runs being independent:

⟨Ê⟩ − E ≈ Σ_k p_k(−1 + p_k)⟨δ_ku_k⟩ = −(κ3/κ2) Σ_k p_k(1 − p_k)/n_k.

Since p_k/n_k = 1/N and Σ_k(1 − p_k) = K − 1, this is (2).

The neglected terms are products of one δ with two or more u. A joint cumulant of order r of sample averages scales as n^(1−r), so ⟨δu²⟩, a third-order cumulant, is of order n^(−2), and ⟨δu³⟩ is dominated by the pairings 3⟨δu⟩⟨u²⟩, also of order n^(−2). The correction to (2) is therefore of relative order 1/n_k, with coefficients that involve the fourth and fifth cumulants. This is an asymptotic expansion by power counting, without a bound on the remainder; it needs those moments to exist and s_k² near zero to be improbable.

Several limits can be read from (2). For K = 1 the bias is zero, as it must be, since a single weight cancels. For equal lengths and K → ∞ it is −κ3/(κ2n), which for the oscillator is −4c/n and reproduces the exact result (1); in that model and limit the corrections in 1/n all vanish. At leading order the division of N among the runs is irrelevant: for lengths 80, 160 and 400 the prediction is −0.21111 × 2/640 = −0.000660 ħω and the simulation gives −0.000670 ± 0.000005 ħω. The difference is 1.5 % of the prediction and two standard errors; the test allows four standard errors plus a relative margin 6/80 for the next order. The sign is opposite to that of κ3. Relative to the statistical error √(κ2/N),

bias / error = −γ(K − 1)/√N ≈ −γ √(K/n) (equal lengths, K ≫ 1).

Adding runs of fixed length makes the ratio grow as √K, because the error shrinks and the bias does not. A few long runs give a ratio of order n^(−1/2), which falls slowly: for K = 4 and the skewness of the example it is −1.633 × 3/√400 = −0.24 at n = 100 and half of that at n = 400.

**Noise in the weights against correlation with the mean**

Statement (b) attributes the bias to correlation and not to the noise of the weights. The two are separated by giving each run the variance of its neighbour, a_k ∝ 1/s_(k−1)², cyclically. The weights are as noisy as before. Equation (4) becomes a_k ≈ (1/K)(1 − u_(k−1) + ū). The term u_(k−1) is now independent of δ_k, and only the normalisation ū = (1/K)Σ_j u_j still contains u_k, so the bias is K·(1/K²)·κ3/(κ2n) = +κ3/(κ2N) at leading order. It is not strictly zero, but it is smaller than (2) by the factor K − 1 and has the opposite sign. In the example it is 0.21111/2000 ≈ 0.0001 ħω. The simulated mean is 1.50842 ± 0.00007 ħω; the test is that it agrees with E within four standard errors, and the small residual is not resolved. The scatter is 0.00324 ħω, larger than the 0.00285 ħω of the plain average, which is the price of noisy weights.

For runs of equal length made of independent samples from one distribution, the reported variance of the inverse-variance estimate is on average no larger than the variance of the plain average, with or without skewness. For equal lengths 1/Σ_k w_k = (1/N) × K/Σ_k(1/s_k²), and the harmonic mean K/Σ_k(1/s_k²) never exceeds the arithmetic mean of the s_k², whose expectation is κ2. So the mean reported variance is at most κ2/N. When the weights are independent of the means, as for Gaussian samples, the true variance is at least κ2/N by the inequality of (a), and the reported error is then too small on average. In the example the mean reported error is 0.00253 ħω, below 0.0028908 ħω, while the observed scatter of Ê is 0.00328 ħω.

For Gaussian samples and K = 2 both effects are exact. The vector of n standardised samples is isotropic, so a rotation whose first axis is (1, …, 1)/√n yields n independent standard normals. The first is √n δ/√κ2, and the squares of the other ν = n − 1 sum to S = νs²/κ2. Thus δ is independent of s², and S is χ² with ν degrees of freedom. The weight of run 1 is b = (1/S_1)/(1/S_1 + 1/S_2) = S_2/T with T = S_1 + S_2. By the change of variables used above, with two variables and ν in place of d, T is independent of b, ⟨T⟩ = 2ν, and b has density proportional to [b(1 − b)]^(η−1) with η = ν/2. With B(p, q) = Γ(p)Γ(q)/Γ(p + q),

⟨b(1 − b)⟩ = B(η + 1, η + 1)/B(η, η) = η²/((2η + 1)(2η)) = ν/(4(ν + 1)) = (n − 1)/(4n).

The true variance is (κ2/n)⟨b² + (1 − b)²⟩ = (κ2/n)(1 − 2⟨b(1 − b)⟩), and the reported one is s_1²s_2²/(n(s_1² + s_2²)) = κ2 T b(1 − b)/(nν). Hence

true variance = (κ2/n)(n + 1)/(2n) = (κ2/2n)(1 + 1/n),
mean reported variance = (κ2/(nν))·2ν·(n − 1)/(4n) = (κ2/2n)(1 − 1/n).

For n = 6 the factors are 1.1667 and 0.8333, and simulation gives 1.172 and 0.833, both within the four standard errors of the test.

**Correlated chains and blocked error bars**

A Markov chain gives correlated samples, and the error bar comes from B block means, each over m steps, with run length L = Bm. If m is much longer than the correlation time the block means are nearly independent and take the place of the samples. Their cumulants are κ2^∞/m and κ3^∞/m², where the long-run cumulants are sums of the two- and three-point cumulants over all time lags. For many runs (2) gives

bias = −(κ3^∞/m²)/(κ2^∞/m)/B = −(κ3^∞/κ2^∞)/L. (5)

The expansion behind (2) asked for large B, but long blocks are nearly Gaussian, and to first order in their skewness γ_b equation (5) holds for any B ≥ 4. In standard units the density of a block mean is the Gaussian times 1 + (γ_b/6)(z³ − 3z) at this order; the factor leaves norm, mean and variance unchanged by parity and by ⟨z⁴ − 3z²⟩ = 0, and gives the third moment (γ_b/6)(15 − 9) = γ_b. Put z_i = δ + e_i with Σe_i = 0 and S = Σe_i². Then Σ(z_i³ − 3z_i) = Bδ³ + 3δS + Σe_i³ − 3Bδ. Under the Gaussian, δ is independent of the e_i, ⟨δ²⟩ = 1/B, ⟨δ⁴⟩ = 3/B², and ⟨1/S⟩ = 1/(ν − 2) with ν = B − 1, from the Γ integral above. So

⟨δ/S⟩ = (γ_b/6)[(3/B)⟨1/S⟩ + 3/B − 3⟨1/S⟩] = (γ_b/2B)[1 − ν/(ν − 2)] = −(γ_b/B)/(ν − 2),

and division by ⟨1/S⟩ leaves −γ_b/B, which in energy units is (5).

For the oscillator let each standardised coordinate follow z_t = ρz_(t−1) + √(1 − ρ²) ξ_t with independent standard normal ξ_t, a discretely observed Ornstein–Uhlenbeck process that samples |ψ|² exactly and has covariance C_ij = ρ^|i−j|. Diagonalising C writes Σ_t z_t² as Σ λ ζ² with independent standard normals ζ, so its cumulants are 2^(r−1)(r − 1)! tr C^r. With q = ρ², far from the ends,

tr C²/m → Σ_j q^|j| = 1 + 2q/(1 − q) = (1 + q)/(1 − q),
tr C³/m → Σ_(j,l) ρ^(|j| + |l| + |j−l|).

The exponent is twice the range r of the three points 0, j, l. The number of ordered triples in {0, …, r} that contain both ends is (r + 1)³ − 2r³ + (r − 1)³ = 6r by inclusion and exclusion, for r ≥ 1, and each corresponds to one pair (j, l). With Σ r q^r = q/(1 − q)² the sum is 1 + 6q/(1 − q)² = (1 + 4q + q²)/(1 − q)². These factors multiply κ2 = 2dc² and κ3 = 8dc³. For ρ = 0.8 they are 4.5556 and 30.63, as the eigenvalues of C confirm, and for ten blocks of 64 steps the long-block formula (5), which neglects end corrections of a few per cent at this block length, gives

bias = −0.21111 × (30.63/4.5556)/640 = −0.002218 ħω.

The simulation gives −0.00219 ± 0.00006 ħω, against −0.000330 ħω for uncorrelated samples of the same length. In this model correlation enlarges the bias by more than the factor 4.5556 by which it enlarges the variance.

**Where run-length weights are not the best**

Combine one uncorrelated run of 640 samples with one correlated chain of 640 steps at ρ = 0.8. The means agree but the true errors are 0.00511 ħω and 0.01089 ħω. Length weights are ½ and ½, unbiased by (d), with variance (v_1 + v_2)/4 and an observed scatter of 0.00598 ħω, which is worse than the uncorrelated run alone. Statement (a) gives the uncorrelated run the weight

v_2/(v_1 + v_2) = 0.01089²/(0.00511² + 0.01089²) = 0.82.

A scan of the simulated variance over the weight has its minimum at 0.820, and the scatter with the optimal weight is 0.00461 ħω. Runs of different efficiency do call for variance weights. By (b) these cause no bias if the variances come from independent data such as pilot runs. If runs of each kind are first pooled by length and the pools are then combined, the expansion that led to (2) applies with few long units in place of many short ones, and each pool contributes a covariance of order one over its total length. If the runs do not share a mean, because trial function, time step or walker population differ, the premise of all four statements fails and no choice of weights yields a single E. A bias common to all runs, such as a time-step error in diffusion Monte Carlo, passes through any weights that sum to one unchanged.

**Where formula (2) fails**

For the hydrogen atom in atomic units take ψ = exp(−αr). Then ∇²ψ = ψ″ + 2ψ′/r = (α² − 2α/r)ψ and

E_L = −α²/2 + (α − 1)/r.

The radial density is 4α³r² e^(−2αr). From ∫ r^p e^(−2αr) dr = p!/(2α)^(p+1) follow ⟨1/r⟩ = α and ⟨1/r²⟩ = 2α², so E = α²/2 − α, equal to −0.49500 hartree at α = 1.1 bohr⁻¹, and the variance of 1/r is α². The third central moment of 1/r has the integrand 4α³r²(1/r − α)³e^(−2αr) → 4α³/r at small r, so with a cutoff at r = ε it grows as 4α³ ln(1/ε). Quadrature gives 5.3239 bohr⁻³ per unit of ln(1/ε), against 4α³ = 5.3240 bohr⁻³. For α ≠ 1, where the cusp condition is violated, κ3 is infinite and (2) has no meaning. A violated cusp is not the only such case. Near a node of ψ on which Hψ does not vanish, E_L diverges as 1/u at distance u from the node while |ψ|² vanishes as u², so ⟨|E_L|³⟩ diverges as ln(1/ε) and the fourth moment as 1/ε. An example is ψ = (x − a)exp(−x²/2) for the one-dimensional oscillator, where E_L = 3/2 + a/(x − a). Approximate many-electron trial functions have inexact nodes in general, so the moment condition of (c) fails for them even with correct cusps, and the proof of (2) does not cover them. The two sides of a node contribute to the third moment with opposite signs, so the hydrogen behaviour described next need not carry over.

The identity (b) still holds, and the many-run bias is finite. For α > 1 the tail points to high energy, and the simulated bias is −0.0158, −0.0061 and −0.0022 hartree for n = 16, 64 and 256. At n = 16 the estimate is −0.4950 − 0.0158 = −0.5108 hartree, below the exact −0.5 hartree that the formula for E gives at α = 1. The product n × bias, constant for the oscillator by (1), is here −0.253, −0.391 and −0.556 hartree, and its growth is tested.

A heuristic argument suggests the asymptotic form. The variable y = 1/r has the tail density 4α³y^(−4). One large sample y shifts the run mean by y/n and raises the sample variance from α² to α² + y²/n, which multiplies the weight by 1/(1 + y²/(nα²)). Summing over the n samples that could be the large one, the weighted mean of y changes by

n ∫ 4α³y^(−4) (y/n) [1/(1 + y²/(nα²)) − 1] dy = −(4α/n) ∫ dy / [y(1 + y²/(nα²))].

The last integral is cut off at y ≈ α√n and equals ½ ln n plus a constant. Multiplying by α − 1 gives the conjecture n × bias ≈ −2α(α − 1) ln n + constant for large n, a slope of −0.22 hartree per unit of ln n. The observed slope between n = 64 and 256 is −(0.556 − 0.391)/ln 4 ≈ −0.12 hartree, and between 16 and 64 it is about −0.10 hartree. It moves toward the conjectured value but is near half of it, so these lengths neither reach nor confirm the logarithmic law. The run-length average needs only the finite mean to be unbiased and the finite variance to have an error of order N^(−1/2), and it has both here.

Table of computed values

```
oscillator: d = 3, alpha = 0.9, K = 100, n = 20, N = 2000, repeats = 2000
E variational = 1.5083 hw
E exact = 1.5 hw
E - E exact = 0.0083333 hw
c = 0.052778 hw
k2 = 0.016713 hw^2
k3 = 0.0035283 hw^3
k3/k2 = 0.21111 hw
skewness = 1.633
threshold n for estimate below E exact = 25.333
<1/S>/<1/S^2> for n d = 60 = 56
sqrt(k2/N) = 0.0028908 hw
predicted bias = -0.01045 hw
predicted bias / sqrt(k2/N) = -3.615
observed bias = -0.01048 +- 0.00004 hw
inverse-variance: mean = 1.49782 +- 0.00007 hw, scatter = 0.00328 hw
pooled: mean = 1.50830 +- 0.00006 hw, scatter = 0.00285 hw
swapped variances: mean = 1.50842 +- 0.00007 hw, scatter = 0.00324 hw
mean reported error: inv-var 0.00253 hw, pooled 0.00289 hw
2-sigma coverage: inv-var 0.057, pooled 0.958
fraction below E exact: inv-var 0.754, pooled 0.003
many runs, n = 8, alpha = 0.9: bias -0.02633 +- 0.00011 hw, exact -0.02639 hw
many runs, n = 8, alpha = 1.1: bias 0.02380 +- 0.00009 hw, exact 0.02386 hw
lengths 80,160,400: bias -0.000670 +- 0.000005 hw, pred -0.000660 hw
Gaussian K=2 n=6: true var/pooled var 1.1723, pred 1.1667
Gaussian K=2 n=6: reported/pooled var 0.8331, pred 0.8333
chains: rho = 0.8, 10 blocks of 64, L = 640
(1+q)/(1-q) = 4.5556
(1+4q+q^2)/(1-q)^2 = 30.63
chain bias -0.002191 +- 0.000061 hw, pred -0.002218 hw, uncorrelated -0.000330 hw
true errors: uncorrelated 0.00511 hw, correlated 0.01089 hw
best weight on uncorrelated run: pred 0.819, scan 0.820
scatter: length weights 0.00598 hw, true-variance weights 0.00461 hw
hydrogen alpha = 1.1 1/bohr, E = -0.49500 hartree
third-moment growth per ln(1/eps) = 5.3239, 4 alpha^3 = 5.3240 bohr^-3
hydrogen n = 16: bias -0.015821 hartree, n*bias -0.2531 +- 0.0009 hartree
hydrogen n = 64: bias -0.006105 hartree, n*bias -0.3907 +- 0.0026 hartree
hydrogen n = 256: bias -0.002172 hartree, n*bias -0.5560 +- 0.0057 hartree
```
